\section*{Averaged cross-spectra for weak contact noise beneath two noisy amplifiers}

\section{The measurement problem}

A silicide contact of $100\ \Omega$ at room temperature has a thermal voltage noise near $1.3\ \mathrm{nV}/\sqrt{\mathrm{Hz}}$. If the amplifier adds several $\mathrm{nV}/\sqrt{\mathrm{Hz}}$ of its own, the power spectrum at its output is mostly amplifier noise. Subtracting a separately measured amplifier spectrum requires that spectrum to be known, and to stay constant, to much better than the ratio of contact to amplifier power.

A second amplifier across the same contact removes this requirement. Write the input-referred records as
\begin{equation}
x(t)=v(t)+a(t),\qquad y(t)=v(t)+b(t),
\end{equation}
where $v$ is the contact noise and $a,b$ are the amplifier noises. All three are taken as stationary, Gaussian, of zero mean and mutually independent. Their one-sided power spectral densities are $S$, $A$ and $B$, in $\mathrm{V^2/Hz}$. The product of the two channels keeps $S$ on average, while the amplifier terms average towards zero. A contribution common to both channels does not average away; it is treated in Section 5.

\section{Estimator and its scatter}

\subsection{Normalization and mean}

Sample at rate $f_s$ and cut the data into disjoint records of $N$ samples and duration $T_r=N/f_s$. With the Hann window $w_n=\tfrac12-\tfrac12\cos(2\pi n/N)$ define
\begin{equation}
X_k=\sqrt{\frac{2}{f_s\sum_n w_n^2}}\;\sum_{n=0}^{N-1}w_nx_n e^{-2\pi i kn/N},
\end{equation}
and $Y_k$ likewise. White noise of one-sided density $S_{xx}$ fills the band from $0$ to $f_s/2$, so its sample variance is $S_{xx}f_s/2$. Different samples are uncorrelated, hence the sum has mean square $(S_{xx}f_s/2)\sum w_n^2$ and $E|X_k|^2=S_{xx}$. This fixes the prefactor.

Split the amplitudes into contact and amplifier parts, $X=V+a$ and $Y=V+b$, with the bin index suppressed. The cross-periodogram $P=XY^*$ has the mean
\begin{equation}
E[P]=E|V|^2+E[Vb^*]+E[aV^*]+E[ab^*]=S ,
\end{equation}
because each of the last three terms factorizes into zero means. For a coloured spectrum, $S$ is smoothed over the window's resolution (Section 3).

\subsection{Variance}

For locally white noise, $E[X_k^2]$ is proportional to $\sum_n w_n^2e^{-4\pi ikn/N}$. Since $w_n^2$ contains only harmonics $0,\pm1,\pm2$, this sum vanishes for $2\le k\le N/2-2$. In these bins the amplitudes are circular: $E[XX]=E[YY]=E[XY]=0$. Let $S_{xy}=E[XY^*]$. Pairing the Gaussian factors gives
\begin{align}
E|P|^2&=E[XY^*X^*Y]=|S_{xy}|^2+S_{xx}S_{yy},\\
E[P^2]&=E[XY^*XY^*]=2S_{xy}^2 .
\end{align}
Subtracting the means, with $\delta=P-S_{xy}$, leaves $E|\delta|^2=S_{xx}S_{yy}$ and $E[\delta^2]=S_{xy}^2$. The first is the sum of the variances of the real and imaginary parts. The real part of the second is their difference. Solving, and dividing by $M$ for the mean $\bar P$ of $M$ independent records, gives
\begin{align}
\mathrm{Var}\,\mathrm{Re}\bar P&=\frac{S_{xx}S_{yy}+(\mathrm{Re}S_{xy})^2-(\mathrm{Im}S_{xy})^2}{2M},\\
\mathrm{Var}\,\mathrm{Im}\bar P&=\frac{S_{xx}S_{yy}-(\mathrm{Re}S_{xy})^2+(\mathrm{Im}S_{xy})^2}{2M}.
\end{align}

Without contact noise, $S_{xx}=A$, $S_{yy}=B$, $S_{xy}=0$, and the complex residual is
\begin{equation}
\sqrt{E|\bar P|^2}=\sqrt{AB/M}.
\end{equation}
With contact noise, $S_{xx}=S+A$, $S_{yy}=S+B$ and $S_{xy}=S$. Then
\begin{equation}
\mathrm{Var}\,\mathrm{Im}\bar P=\frac{(S+A)(S+B)-S^2}{2M}=\frac{AB+S(A+B)}{2M}.
\end{equation}
The imaginary part has zero mean, so its scatter shows the $M^{-1/2}$ law while the contact stays connected.

\subsection{Why the magnitude misleads}

Take $S=0$ and hold the $Y_m$ of all records fixed. Then $\sum_mX_mY_m^*$ is a complex Gaussian of variance $A\sum_m|Y_m|^2=ABG$. Here $G$ is a sum of $M$ unit exponentials, that is, a gamma variable of shape $M$. A complex Gaussian of variance $\sigma^2$ has mean magnitude $\sqrt\pi\,\sigma/2$, and $E\sqrt G=\Gamma(M+\tfrac12)/\Gamma(M)$. Therefore
\begin{equation}
E|\bar P|=\frac{\sqrt{\pi AB}}{2}\,\frac{\Gamma(M+\frac12)}{M\,\Gamma(M)}
\;\longrightarrow\;\sqrt{\frac{\pi AB}{4M}}\quad(M\gg1).
\end{equation}
The magnitude thus reports a positive signal where there is none. The real part has no such bias and should be allowed to go negative in single bins.

\subsection{Records needed}

Requiring $S$ to equal $n_\sigma$ standard deviations of the real part gives
\begin{equation}
M=n_\sigma^2\,\frac{(S+A)(S+B)+S^2}{2S^2}.
\end{equation}
For $S\ll A,B$ this tends to $n_\sigma^2AB/(2S^2)$: halving the density $S$ quadruples the time. For $S\gg A,B$ it tends to $n_\sigma^2$. The scatter is then that of the contact noise itself, and better amplifiers no longer help.

\section{Window effects}

\textbf{Overlap.} Half-overlapped records are not independent. The amplitude correlation of neighbours is
\begin{equation}
\rho=\frac{\sum_{n<N/2}w_nw_{n+N/2}}{\sum_nw_n^2}=\frac{N/16}{3N/8}=\frac16 ,
\end{equation}
since $w_nw_{n+N/2}=\tfrac14\sin^2(2\pi n/N)$. Any phase of this correlation is the same in both channels and cancels in $XY^*$. For amplifier noise alone, neighbouring cross-periodograms therefore have covariance $AB\rho^2$. Among $M'$ records there are $M'-1$ neighbouring pairs, each counted twice, so
\begin{equation}
E|\bar P|^2=\frac{AB}{M'}\left[1+\frac{2}{36}\left(1-\frac1{M'}\right)\right].
\end{equation}
Overlap lowers the scatter for a given stretch of data, but $M'$ must not be inserted as the number of independent records.

\textbf{Smoothing.} The window averages $S(f)$ over a symmetric kernel proportional to the squared transform of $w$. In the continuous-time limit $w=\sin^2(\pi t/T_r)$, and the kernel's second moment is
\begin{equation}
\langle\nu^2\rangle=\frac{\int w'^2dt}{4\pi^2\int w^2dt}
=\frac{\pi^2/(2T_r)}{4\pi^2\,(3T_r/8)}=\frac1{3T_r^2}.
\end{equation}
The leading correction is $\tfrac12S''\langle\nu^2\rangle$. For $S=c/f$ one has $S''=2c/f^3$, and with $f=k/T_r$ the relative increase is $1/(3k^2)$. At $k=10$ this gives 1.0033; explicit summation over the kernel gives 1.00337. The expansion fails in the lowest bins, where $1/f$ is not smooth across the kernel.

\textbf{Neighbouring bins.} From $w_n^2=\tfrac38-\tfrac12\cos(2\pi n/N)+\tfrac18\cos(4\pi n/N)$, amplitudes one and two bins apart have correlations $r_1=-\tfrac23$ and $r_2=\tfrac16$. A cross-periodogram contains one such factor from each channel, so its correlations are $r_1^2=\tfrac49$ and $r_2^2=\tfrac1{36}$, for spectra that vary little over two bins.

\section{Algorithm}

\begin{verbatim}
input: x, y, fs, N; model columns H
w[n] = 0.5 - 0.5 cos(2 pi n/N);  c = 2/(fs sum w^2)
for each disjoint record m = 1..M:
    X = rfft(w * x_m);  Y = rfft(w * y_m)
    P = c X conj(Y)
    Pxy += P;  Pxx += c |X|^2;  Pyy += c |Y|^2
    pass P to level 0 of the cascade
cascade, level j (receives means over 4^j records):
    add |Im(mean)|^2, averaged over bins, to D[j]
    when four means have arrived: pass their mean to j+1
divide Pxy, Pxx, Pyy by M
sigma^2 = (Pxx Pyy + Re(Pxy)^2 - Im(Pxy)^2)/(2M)
C[k,l] = sigma[k] sigma[l] r[|k-l|]^2
beta = solve(H' C^-1 H, H' C^-1 Re(Pxy))
cov(beta) = inverse(H' C^-1 H)
check: sqrt(D[j]/count[j]) against 4^j, slope -1/2
\end{verbatim}

For a contact with thermal and $1/f$ noise, the two columns of $H$ are $1$ and $(f_0/f_k)[1+1/(3k^2)]$, where $f_0$ is a reference frequency. The coefficients are then the white density and the $1/f$ density at $f_0$. Because the weights come from the same data, bins that fluctuate low get slightly too much weight, and the fit is biased low by an amount that falls as $1/M$. For the example of Section 6 the white part is low by about 1.8\% at $M=256$ and by less than 0.1\% at $M=8192$, in both cases below the statistical error.

\textbf{Cost.} Each record needs two real transforms, of order $N\log N$ operations. The cascade adds at most $N(1+\tfrac14+\tfrac1{16}+\dots)=\tfrac43N$ in order of magnitude. Memory is a few arrays of length $N$ per cascade level, and the raw data need not be kept. Since $C$ has two nonzero diagonals on each side, a banded solver makes the fit linear in the number of bins.

\textbf{Stability.} The correlation matrix has the symbol $1+\tfrac89\cos\theta+\tfrac1{18}\cos2\theta$, which falls steadily from $\tfrac{35}{18}$ at $\theta=0$ to $\tfrac16$ at $\theta=\pi$. Its condition number is therefore at most $35/3\approx12$. The practical hazard is scale: squared densities are near $10^{-34}$, and division by $M$ takes them towards the underflow limit of single precision. Express densities in units of $10^{-18}\ \mathrm{V^2/Hz}$ before forming products.

\section{The floor that averaging cannot lower}

An amplifier also has input current noise. The currents $i_a$ and $i_b$ flow through the contact resistance $R$ and produce a voltage that both channels read:
\begin{equation}
x=v+R(i_a+i_b)+e_a,\qquad y=v+R(i_a+i_b)+e_b ,
\end{equation}
where $e_a,e_b$ are the voltage noises. Let $e_a$ be correlated only with $i_a$, and $e_b$ only with $i_b$. Multiplying out, the surviving terms are the common voltage with itself, $e_a$ with $Ri_a$, and $Ri_b$ with $e_b$. The real part of the cross-spectrum is then $S+F$, with
\begin{equation}
F=R^2(S_{i_a}+S_{i_b})+R\,\mathrm{Re}(S_{e_ai_a}+S_{e_bi_b}).
\end{equation}
The second term can have either sign. If $S_{e_ai_a}$ and $S_{e_bi_b}$ are real, the mean cross-spectrum has no imaginary part. With the contact noise absent, the mean-square cross-spectrum is then $F^2+S_{xx}S_{yy}/M$, so the two terms are equal at $M=S_{xx}S_{yy}/F^2$ and the curve levels off beyond it.

A simulation with a deliberately large current noise of $10\ \mathrm{pA}/\sqrt{\mathrm{Hz}}$, correlation coefficient 0.2, $R=100\ \Omega$ and voltage noises of 4 and $5\ \mathrm{nV}/\sqrt{\mathrm{Hz}}$ shows this. The first term is $2\times10^4\times10^{-22}=2.0\times10^{-18}$ and the second is $100\times0.2\times10^{-11}\times9\times10^{-9}=1.8\times10^{-18}$, in total $3.80\times10^{-18}\ \mathrm{V^2/Hz}$. The simulated mean is $3.78\times10^{-18}$. From $M=64$ to $4096$ the r.m.s. cross-spectrum falls only from $4.80\times10^{-18}$ to $3.80\times10^{-18}\ \mathrm{V^2/Hz}$, where independent noise would have fallen eightfold.

For such real correlations the imaginary-part check is blind to this floor, because the mean of $\mathrm{Im}\bar P$ stays at zero. Shorting the inputs does not reveal it either, since $F$ vanishes with $R$. A resistor of the same $R$, known to show only thermal noise, does: once gains, channel delay and temperature are calibrated, a difference of the averaged real part from $4k_BTR$ beyond its statistical error points to common background. The calibration matters, since gain errors of 1\% with the same sign in both channels shift the real part by 2\%.

\section{Worked example}

The contact measures 200 nm by 500 nm, an area of $10^{-9}\ \mathrm{cm^2}$. A contact resistivity of $10^{-7}\ \Omega\,\mathrm{cm^2}$ gives $R=100\ \Omega$. A current of $10\ \mu\mathrm{A}$ produces $U=1$ mV. The model noise at $T=300$ K is
\begin{equation}
S(f)=4k_BTR+\frac{KU^2}{f},\qquad K=10^{-9}.
\end{equation}
At 1 kHz the two parts are $1.657\times10^{-18}$ and $1.000\times10^{-18}$, so $S=2.657\times10^{-18}\ \mathrm{V^2/Hz}$, or $1.63\ \mathrm{nV}/\sqrt{\mathrm{Hz}}$. The amplifiers have $A=1.6\times10^{-17}$ and $B=2.5\times10^{-17}\ \mathrm{V^2/Hz}$. The contact thus adds 17\% to the power of the quieter one.

For five standard deviations in one bin,
\begin{equation}
M=25\,\frac{(18.66)(27.66)+2.657^2}{2(2.657)^2}\approx926 ,
\end{equation}
with densities in $10^{-18}\ \mathrm{V^2/Hz}$. At $f_s=51.2$ kHz and $N=512$ a record lasts 10 ms, so this takes 9.3 s. The false signal of the magnitude equals $S$ at $M=\pi AB/(4S^2)\approx45$; at that stage a magnitude plot would suggest a contact signal even with no contact noise.

The residuals in simulated time streams, taken over disjoint blocks and bins from 1.0 to 24.5 kHz, are as follows, in $\mathrm{V^2/Hz}$:

\begin{center}
\begin{tabular}{rccc}
$M$ & amplifiers only & $\sqrt{AB/M}$ & Im, with contact\\
1 & $2.000\times10^{-17}$ & $2.000\times10^{-17}$ & $1.538\times10^{-17}$\\
64 & $2.497\times10^{-18}$ & $2.500\times10^{-18}$ & $1.918\times10^{-18}$\\
4096 & $3.131\times10^{-19}$ & $3.125\times10^{-19}$ & $2.418\times10^{-19}$
\end{tabular}
\end{center}

The exponents fitted to seven block sizes are $-0.5003$ for the amplifiers alone and $-0.5004$ for the imaginary part. For overlap, the variance from 127 half-overlapped records relative to that from 64 disjoint ones is 0.527, against 0.532 from the formula. The error bars computed from the data alone are also sound: for averages of 256 records, the r.m.s. deviation from the known input is 1.007 error bars.

With all 8192 records (82 s), the single bin at 1 kHz gives $(2.36\pm0.18)\times10^{-18}\ \mathrm{V^2/Hz}$, which is 1.6 standard errors below the input. The fit over bins from 0.4 to 25 kHz is sharper. Its white part is $(1.625\pm0.018)\times10^{-18}\ \mathrm{V^2/Hz}$, so that $R=98.1\pm1.1\ \Omega$, 1.8 standard errors low. The $1/f$ part gives $K=(1.04\pm0.05)\times10^{-9}$, within one standard error. Further values are in the numerical output.

\section{Real contacts and failure modes}

The resistivity is a rough value for a silicide on heavily doped silicon; contacts in advanced logic reach values one to two orders lower. At $10^{-8}\ \Omega\,\mathrm{cm^2}$ and the same area, uniform current flow would give $R=10\ \Omega$, and the thermal part would fall tenfold. The weak-signal formula then asks for about $1.8\times10^5$ records, or half an hour, for five standard deviations of thermal noise in one bin. Uniform flow is a poor assumption there: over the layer of $50\ \Omega$ per square used below, the transfer length shrinks to 141 nm, less than the contact length, and the transmission-line model gives $15.9\ \Omega$ for taps at one edge and $7.3\ \Omega$ for taps at opposite edges. The value of $K$ is a round model parameter, not a property of a particular silicide. The departures estimated for the example are as follows, with those from geometry and wiring the largest:
\begin{itemize}
\item A $5\ \Omega$ tap resistance shared by both amplifiers adds 3.1\% to $S$ at 1 kHz and 5\% to the inferred $R$, several times the statistical error. Separate taps for each amplifier avoid it.
\item Current fed from one edge crowds there. For a doped layer of $50\ \Omega$ per square, the transfer length is $L_T=\sqrt{10^{-7}/50}\ \mathrm{cm}=447$ nm. The transmission-line model multiplies $R$ by $u\coth u$ with $u=200/447$, an increase of 6.6\%. The thermal cross-spectrum reports the transfer resistance between the two pairs of taps, which depends on where the taps sit and not on where the bias current enters. With both taps at the same edge it carries the factor $u\coth u$, and multiplying by the area overstates the resistivity by 6.6\%. With taps at opposite edges the factor is $u/\sinh u$, and the resistivity is understated by 3.3\%.
\item Current noise of $10\ \mathrm{fA}/\sqrt{\mathrm{Hz}}$ contributes at most 0.34\% of $S$ at 1 kHz, even if fully correlated with the voltage noise. The other effects estimated (bias resistor, input capacitance, shot noise, self-heating) are smaller still at this frequency.
\end{itemize}

\textbf{Channel delay.} If one channel lags by $\tau$, with $\tau\ll T_r$, the mean becomes $Se^{\pm2\pi if\tau}$ and the real part $S\cos(2\pi f\tau)$. A lag of one sample costs 0.8\% at 1 kHz but reverses the sign at 20 kHz. A nonzero mean of $\mathrm{Im}\bar P$ is the warning; the phase must be calibrated with a common test signal and removed before the real part is taken.

\textbf{Non-Gaussian contact noise.} A small contact may switch between a few levels. The mean is unaffected, but $E|\delta|^2$ gains the fourth cumulant of the contact amplitude, $\kappa=E|V|^4-2S^2$. Since $E[\delta^2]$ gains the same $\kappa$, the whole excess falls on the real part, and the scatter of the imaginary part does not show it. In the example at 1 kHz the variance of the real part rises by the fraction $0.027\,\kappa/S^2$. This is small for $\kappa$ near $S^2$, but reaches about one half for $\kappa=18S^2$. The estimate carries over to an average only if $|V|^2$ is uncorrelated from record to record. A contact whose noise comes in bursts lasting many records violates this. For bursts active for about 0.5 s and quiet for about 2 s, $\kappa$ is near $9S^2$, yet at $M=64$ the variance of the real part rises by a fraction near 5 rather than 0.24, while the imaginary part keeps its Gaussian scatter.

\textbf{Drift.} Amplifier noise that changes slowly but remains independent between channels alters the scatter, not the mean. If both densities are 10\% higher, the five-sigma count rises from 926 to 1094 records. Pickup or temperature drift shared by both channels is common noise and belongs to $F$. When only the current-induced noise is wanted, subtracting a run at zero bias removes every common term that does not depend on bias, provided $R$ and $T$ are unchanged. The variances of the two runs add.

\section*{Numbers as computed}
\begin{verbatim}
contact: 200 nm x 500 nm, resistivity 1e-07 ohm cm2, R = 100.0 ohm
T = 300 K, current = 10.0 uA, V = 1.00 mV, J = 1.00e+04 A/cm2, K = 1.0e-09
white contact noise 4kTR = 1.657e-18 V2/Hz
1/f contact noise at 1000 Hz = 1.000e-18 V2/Hz
total contact noise S at 1000 Hz = 2.657e-18 V2/Hz = 1.630 nV/sqrt(Hz)
amplifier A = 1.60e-17, B = 2.50e-17, sqrt(AB) = 2.00e-17 V2/Hz
S/sqrt(AB) = 0.1328, S/A = 0.1660
fs = 51.2 kHz, N = 512, bin = 100 Hz, record = 10.0 ms, M = 8192, total = 81.92 s
records for 5 sigma in one bin = 926.3, time = 9.26 s
records where the false magnitude signal equals S = 44.5
residuals in V2/Hz: M, amplifiers only (seen, law), imaginary part with contact (seen, law)
      1  2.000e-17  2.000e-17  1.538e-17  1.539e-17
      4  9.999e-18  1.000e-17  7.692e-18  7.694e-18
     16  4.986e-18  5.000e-18  3.839e-18  3.847e-18
     64  2.497e-18  2.500e-18  1.918e-18  1.923e-18
    256  1.246e-18  1.250e-18  9.509e-19  9.617e-19
   1024  6.199e-19  6.250e-19  4.753e-19  4.809e-19
   4096  3.131e-19  3.125e-19  2.418e-19  2.404e-19
fitted exponent, amplifiers only = -0.5003
fitted exponent, imaginary part = -0.5004
r.m.s. deviation over data-derived error bar = 1.0071
overlap variance ratio (127 half-overlapped / 64 disjoint): seen 0.5265, law 0.5317
recovered S at 1000 Hz, single bin = 2.364e-18 +- 1.8e-19 V2/Hz
fitted white part = 1.625e-18 +- 1.8e-20 V2/Hz
fitted 1/f part at 1000 Hz = 1.036e-18 +- 5.3e-20 V2/Hz
recovered R = 98.08 +- 1.06 ohm
recovered K = 1.036e-09 +- 5.3e-11
window smoothing factor of 1/f at bin 10 = 1.00337
floor test: current noise 10 pA/sqrt(Hz), correlation 0.2
  floor seen = 3.778e-18, law = 3.800e-18 V2/Hz
  r.m.s. cross-spectrum at M = 64: 4.802e-18, at M = 4096: 3.796e-18 V2/Hz
neglected effects, relative to S at 1000 Hz unless stated:
  shared tap resistance 5 ohm: 3.12 %
  current crowding, sheet 50 ohm/sq: R higher by 6.58 %
  amplifier current noise 10 fA/sqrt(Hz), full correlation: 0.339 %
  bias resistor 100 kohm: 0.062 %
  input capacitance 50 pF, imaginary part, upper bound: 0.048 %
  shot-noise correction to 4kTR: 0.0125 %
  self-heating, conductivity 100 W/(m K): 0.140 mK
  amplifier densities 10 % higher from their 1/f noise: 5 sigma needs 1094.3 records
\end{verbatim}
